# Duality and the diffusion coefficient of a two-rate random square lattice

## 1. What symmetry fixes

An adatom hops between neighbouring sites of an infinite square lattice of spacing $a$. Each bond has one rate $k_b$, the same in both directions. The rates are independent, equal to $k_1>0$ or $k_2>0$ with probability $1/2$. Let $D=\lim_{t\to\infty}\langle r^2\rangle/(4t)$, averaged over walks and disorder.

The only length is $a$ and the only rates are $k_1,k_2$, so $D=a^2f(k_1,k_2)$. Changing the unit of time gives $f(sk_1,sk_2)=sf(k_1,k_2)$. Equal probabilities give $f(k_1,k_2)=f(k_2,k_1)$. Hence

$$f(k_1,k_2)=\sqrt{k_1k_2}\;g(k_1/k_2),\qquad g(u)=g(1/u),\quad g(1)=1 .$$

The arithmetic and harmonic means also have this form, so one more relation is needed. Suppose that inverting every rate inverts $f$: $f(1/k_1,1/k_2)=1/f(k_1,k_2)$. Scaling by $s=k_1k_2$ turns the left side into $f(k_2,k_1)/(k_1k_2)=f(k_1,k_2)/(k_1k_2)$. Then $f^2=k_1k_2$, and

$$\boxed{D=a^2\sqrt{k_1k_2}} .$$

The work below is to prove the inversion relation and that $f$ governs the walk. Lengths are in units of $a$ until the example.

## 2. Uniform and layered lattices

If all rates equal $k$, the adatom makes steps $\pm1$ along $x$ at rate $k$ each. Thus $\langle x^2\rangle=2kt$, likewise for $y$, and $\langle r^2\rangle/(4t)=k$. This fixes the convention: $k$ is the rate to one neighbour, not the total escape rate $4k$.

Now take a periodic cell of $N$ sites with arbitrary positive rates. Each site owns the bond to its right and the bond above it. A bond field $E=(E_x,E_y)$ lists values on these two bonds, and $\langle\cdot\rangle$ is an average over sites. For a site function $g$, $(\nabla g)_b$ is its value at the right or upper end minus that at the other end. Given a constant vector $e$, seek

$$E=e+\nabla\chi,\qquad J=kE,\qquad \operatorname{div}J=0,$$

where $\operatorname{div}J$ is the net outflow from a site. Define $Ke=\langle J\rangle$. Shifting the summation index gives $\langle J\cdot\nabla g\rangle=-\langle g\operatorname{div}J\rangle=0$ for periodic $g$. Therefore

$$\langle k(E+\nabla g)^2\rangle=\langle kE^2\rangle+\langle k(\nabla g)^2\rangle ,$$

so $E$ is the unique minimiser of $\langle kE^2\rangle$ at fixed mean $e$. Here $kE^2$ means $k_xE_x^2+k_yE_y^2$. If $E^{(f)}$ is the field with mean $f$, the same orthogonality gives

$$f\cdot Ke=\langle E^{(f)}\cdot kE^{(e)}\rangle .$$

The right side is symmetric in $e,f$, so $K$ is a symmetric matrix, and $e\cdot Ke=\langle kE^2\rangle>0$.

As a limit that can be solved by hand, let the horizontal bonds alternate between $k_1$ and $k_2$ from column to column, and let the vertical bonds do the same. For $e$ along $x$, the current $J$ is the same on each horizontal bond. The mean field is $1=\tfrac12(J/k_1+J/k_2)$, so $K_{xx}=2k_1k_2/(k_1+k_2)$. For $e$ along $y$, $E_y=1$ already conserves current, so $K_{yy}=(k_1+k_2)/2$. Neither is the geometric mean, but $K_{xx}K_{yy}=k_1k_2$. The product survives where isotropy does not.

## 3. From the cell tensor to the walk

Let $r_t$ be the displacement from the starting site, and define

$$M_t=e\cdot r_t+\chi(r_t)-\chi(0).$$

A hop from $i$ to $j$ changes $M$ by $E_{ij}$, the field counted in the direction of the hop. Conditional on the present site,

$$\frac{d}{dt}\langle M_t^2\rangle=\Big\langle\sum_jk_{ij}\big[(M_t+E_{ij})^2-M_t^2\big]\Big\rangle
=\Big\langle 2M_t\sum_jk_{ij}E_{ij}+\sum_jk_{ij}E_{ij}^2\Big\rangle .$$

The first sum is the outflow and vanishes. Symmetric rates keep a uniform distribution over sites uniform, because each site gains and loses probability at the same total rate. With a uniform start the second sum therefore has a constant average. Each bond enters it from both ends, so

$$\langle M_t^2\rangle=2t\,\langle kE^2\rangle=2t\,e\cdot Ke .$$

In a finite cell $\chi$ is bounded, and $\langle(e\cdot r_t)^2\rangle/(2t)\to e\cdot Ke$. The diffusion tensor is $a^2K$. For uniform rates $\chi=0$ and $K=k$ times the unit matrix, as in Section 2.

This was tested on a $4\times4$ cell with random continuous rates. The decay rate of a density wave of wavevector $q$, $|q|=10^{-3}$, was found from the master equation and agreed with $q\cdot Kq$ within a relative $10^{-4}$.

## 4. Turning the fields

The dual lattice has a site in each plaquette, and each dual bond crosses one original bond. Give it the rate $k^*=c/k$, with $c$ a positive constant of dimension rate squared. On dual bonds pointing along $+x$ and $+y$ set

$$E^*_x=-J_y,\quad E^*_y=J_x,\qquad J^*=k^*E^*:\quad J^*_x=-cE_y,\quad J^*_y=cE_x .$$

The right-hand values belong to the bonds being crossed. Go anticlockwise around the dual plaquette that encloses an original site. The lower, right, upper and left sides contribute

$$-J_{\rm below}+J_{\rm right}+J_{\rm above}-J_{\rm left},$$

which is the net outflow from that site, namely zero. So $E^*$ is curl-free. The outflow of $J^*$ from a dual site is

$$c\,(-E_{\rm right}+E_{\rm left}+E_{\rm top}-E_{\rm bottom}),$$

which is $-c$ times the anticlockwise circulation of $E$ around the original plaquette, also zero. Thus $E^*$ solves the dual problem. In a periodic cell, a curl-free field with its mean removed is the gradient of a periodic function: its sum along every closed path, including those that wrap around the cell, is zero.

Let $R(x,y)=(-y,x)$. The means are $\langle E^*\rangle=RKe$ and $\langle J^*\rangle=cRe$, so $K^*RK=cR$. For a symmetric matrix,

$$K=\begin{pmatrix}A&B\\B&C\end{pmatrix},\quad K^{-1}=\frac1{\det K}\begin{pmatrix}C&-B\\-B&A\end{pmatrix},\quad RK^{-1}R^{-1}=\frac{K}{\det K},$$

because the quarter turn exchanges the diagonal entries and reverses the off-diagonal sign. Hence

$$K^*=\frac{cK}{\det K},\qquad \det K\,\det K^*=c^2 .$$

For the layered lattice with $c=k_1k_2=\det K$, this says $K^*=K$. That is right, since inversion exchanges the two rates, and the dual horizontal and vertical bonds again alternate from column to column. The position of the vertical layers relative to the horizontal ones changes, but the values of $K_{xx}$ and $K_{yy}$ found in Section 2 do not depend on it. For random continuous rates on a $5\times4$ cell, solving the original and dual problems separately confirmed the matrix identity with a largest error of $4\times10^{-16}$ in the rate units used.

Now choose two-valued random rates and $c=k_1k_2$. Inversion exchanges $k_1$ and $k_2$. At equal probability the dual cell has the same law as the original, so averaging the logarithm of the determinant identity gives

$$\langle\ln\det K\rangle=\ln(k_1k_2)$$

for every periodic cell size. Individual cells still differ. All 4096 arrangements of rates 3.0 and 0.4 on a $3\times2$ cell give $\exp\langle\tfrac12\ln\det K\rangle=1.09544512$, equal to $\sqrt{1.2}$ to the digits shown. The ordinary mean of $K_{xx}$ is 1.1587, about 6% higher. This small cell therefore obeys the law in its mean logarithm, not in its mean $K_{xx}$.

## 5. The infinite random lattice

Here $\langle\cdot\rangle$ also averages over disorder. A stationary field is one computed by the same rule at each site from the surrounding rates. Minimise $\langle k(e+G)^2\rangle$ over $G$ in the mean-square closure of gradients $\nabla\phi$ of stationary, square-integrable $\phi$. Since $k$ lies between two positive bounds, this quadratic form is equivalent to the ordinary square norm, and projection in a Hilbert space gives one minimiser. Vanishing first variation gives $\langle J\cdot\nabla\phi\rangle=0$ for all $\phi$, hence $\operatorname{div}J=0$. The limit $G$ is curl-free and can be summed along paths: $G=\nabla\chi$, $\chi(0)=0$.

The new difficulty is that $\chi$ may be unbounded. It must be shown to grow more slowly than $\sqrt t$ along the walk. For stationary $g$, the surroundings seen from the adatom form a reversible process with generator $-A$, where $A\ge0$. Expanding the square and using $1-e^{-x}\le x$,

$$\langle[g(r_t)-g(0)]^2\rangle=2\langle g(1-e^{-tA})g\rangle\le2t\langle gAg\rangle=2t\langle k(\nabla g)^2\rangle .$$

Take $\nabla\phi_n\to\nabla\chi$ in mean square and apply this to $g=\phi_m-\phi_n$. On a subsequence the gradients converge on every bond, so they may be summed along the finite path of the walk. Letting $m\to\infty$, with Fatou's lemma,

$$\big\langle[\chi(r_t)-\phi_n(r_t)+\phi_n(0)]^2\big\rangle\le2t\varepsilon_n,\qquad \varepsilon_n=\langle k(\nabla\chi-\nabla\phi_n)^2\rangle\to0 .$$

The stationary part obeys $\langle[\phi_n(r_t)-\phi_n(0)]^2\rangle\le4\langle\phi_n^2\rangle$. From $(u+v)^2\le2u^2+2v^2$,

$$\frac{\langle\chi(r_t)^2\rangle}{t}\le4\varepsilon_n+\frac{8\langle\phi_n^2\rangle}{t} .$$

Let $t\to\infty$ first and $n\to\infty$ second: the right side goes to zero. In particular $M_t$ is square integrable, and the calculation of Section 3 again gives $\langle M_t^2\rangle=2t\,e\cdot Ke$. Since $e\cdot r_t=M_t-\chi(r_t)$, the triangle inequality for root-mean-square values gives the diffusion tensor $a^2K$.

Duality needs one further fact: a stationary curl-free field $F$ of zero mean must be a limit of stationary gradients. Decompose it by wavevector $q$ under lattice translations. A gradient has components $u_x\phi,u_y\phi$, with $u_x=e^{iq_x}-1$ and $u_y=e^{iq_y}-1$. Zero curl means $u_xF_y=u_yF_x$, so for $q\ne0$ the choice $\phi=(\bar u_xF_x+\bar u_yF_y)/|u|^2$ reproduces $F$. Remove a small disc around $q=0$, so that $\phi$ is square integrable, and shrink the disc. What could remain is translation invariant. For independent rates such a quantity is a constant (ergodicity), and the zero mean removes it.

Thus $K^*=cK/\det K$ holds on the infinite lattice. With $c=k_1k_2$ the dual disorder has the original law, so $K^*=K$. The law is also unchanged by a quarter turn, which requires $A=C$ and $B=-B$, so $K=\kappa I$. Therefore $\kappa=k_1k_2/\kappa$, and positivity selects $\kappa=\sqrt{k_1k_2}$.

The two-valued form of the rates was not needed. The argument used that the bond rates are independent, share one law, lie between two positive bounds, and that $k$ and $c/k$ have the same law. Any such rates give $D=a^2\sqrt c$. If the rates are correlated, or if their law varies from bond to bond, the dual lattice need not have the original law and the result can fail.

## 6. Weak and strong disorder

For weak disorder write $k=k_0e^{\zeta}$, with $\zeta$ small and symmetric about zero. To first order, current conservation requires $\operatorname{div}(\nabla\chi+\zeta e)=0$. For $e$ along $x$, its Fourier solution is $(\nabla\chi)_x=-|u_x|^2\zeta_x/|u|^2$. Averaging $J_x$ to second order gives

$$\frac{K_{xx}}{k_0}=1+\frac{\langle\zeta^2\rangle}{2}-\int S(q)\frac{|u_x|^2}{|u_x|^2+|u_y|^2}\,\frac{d^2q}{(2\pi)^2},$$

where $S$ is the power spectrum of $\zeta$ on horizontal bonds. Independent bonds have $S=\langle\zeta^2\rangle$. Exchanging $q_x$ and $q_y$ shows that the fraction averages to $1/2$. The second-order terms cancel and $K_{xx}=k_0$, the geometric mean, in agreement with duality.

For strong disorder hold $k_1$ fixed and let $k_2\to0$. Then $D=a^2\sqrt{k_1k_2}\to0$, although half the bonds remain fast: long-distance motion still depends on the slow ones. The proof has $k_2>0$, so the long-time limit is taken before $k_2\to0$.

At short times the adatom samples the bonds next to its starting site, and $\langle r^2\rangle=4a^2t(k_1+k_2)/2$ to first order in $t$. The initial diffusion coefficient is the arithmetic mean times $a^2$. It falls later because the bond just crossed is more likely to be fast than the other three bonds at the new site, so the next hop is biased towards going back.

## 7. A terrace at 400 K

For equal prefactors $k_i=\nu e^{-E_i/k_BT}$, the law becomes

$$D=a^2\nu\exp\!\left[-\frac{E_1+E_2}{2k_BT}\right].$$

Take $a=0.25$ nm, $\nu=5\times10^{12}\ \mathrm{s^{-1}}$, $E_1=0.45$ eV, $E_2=0.55$ eV and $T=400$ K. With $k_BT=0.03447$ eV, the rates are $1.070\times10^7$ and $5.88\times10^5\ \mathrm{s^{-1}}$, a ratio of 18.2. Their geometric mean is $2.51\times10^6\ \mathrm{s^{-1}}$, so

$$D=(0.25\ \mathrm{nm})^2(2.5075\times10^6\ \mathrm{s^{-1}})=1.567\times10^5\ \mathrm{nm^2/s}=1.567\times10^{-9}\ \mathrm{cm^2/s}.$$

Forty random periodic cells of $40\times40$ sites give $1.558\times10^{-9}\ \mathrm{cm^2/s}$ from the mean logarithm, with a relative standard error of 0.6%. Direct walks of 20,000 adatoms, with hop attempts at fixed intervals $1/(4k_1)$ in place of random waiting times, give $(1.557\pm0.012)\times10^{-9}\ \mathrm{cm^2/s}$, from the growth of $\langle r^2\rangle$ between $20/\kappa$ and $200/\kappa$. Both lie about one standard error from the law.

The initial diffusion coefficient is 2.25 times the final one. In the walks, $\langle r^2\rangle/(4Dt)$ is 1.37, 1.08 and 1.02 at times $1/\kappa$, $10/\kappa$ and $100/\kappa$. The sampling error is about 0.01, so the last excess over 1 is not well resolved. A measurement over a few hops would overestimate the long-time value.

With the disorder held fixed, cells solved at 380 and 420 K give an apparent barrier of $0.5001\pm0.0004$ eV, against the mean barrier of 0.50 eV. The law gives $1.2\times10^{-11}$ and $2.9\times10^{-8}\ \mathrm{cm^2/s}$ at 300 and 500 K.

## 8. Where a real surface departs from the model

The parameters are round values in the rough range for a copper adatom on an fcc(001) terrace: a site spacing near a quarter of a nanometre and a barrier near half an electronvolt. Lowering both barriers by 0.1 eV would multiply $D$ by 18 at 400 K, so the values of $D$ here illustrate the law and are not predictions for copper. Two barriers could represent a terrace containing foreign atoms. Such a terrace need not have equal wells, equal fractions or independent bonds, and the model also requires the foreign atoms to stay in place during the walk. The changes below are relative to the law at 400 K, one assumption being altered at a time.

**Shared surface atoms.** An adatom crossing a bridge passes between two surface atoms, and each surface atom borders four bridges. Let two species occur at random with equal probability, and let each atom beside a bridge shift its barrier by $\pm0.025$ eV from 0.50 eV. The barriers are then 0.45, 0.50 or 0.55 eV, and neighbouring ones are correlated. Duality turns four bonds around a plaquette into four bonds meeting at a site, so this disorder is not self-dual. The calculated $D$ is 0.883 times the law, with a relative standard error of 0.6%. Shuffling the same barriers among the bonds restores the ratio to 1.000, with a similar error. The loss of 12% therefore comes from the arrangement, not from the set of barriers.

The weak-disorder formula gives the sign. For horizontal bonds $S\propto\cos^2(q_y/2)$, which decreases as $|q_y|$ grows to $\pi$. At fixed $q_x$ the fraction in the integral decreases too. Their average product exceeds the product of their averages, so the subtraction exceeds $\langle\zeta^2\rangle/2$ and $D$ falls below the geometric mean.

**Unequal wells.** Let site $i$ have energy $\epsilon_i$ and weight $\pi_i=e^{-\epsilon_i/k_BT}$, with $c_{ij}=\pi_ik_{ij}$ symmetric. The field problem then contains $c$ instead of $k$. In Section 3 the squared jumps are averaged with weights $\pi_i/\sum_l\pi_l$, which gives $D=a^2K[c]/\langle\pi\rangle$. For independent shifts $\epsilon_i=\pm0.02$ eV at fixed saddle energies, $\langle\pi\rangle=\cosh(0.02/0.03447)$, and $D$ is multiplied by 0.852. The extra time spent in deep wells outweighs the time saved in shallow ones, because $e^{-\epsilon/k_BT}$ is convex in $\epsilon$.

**Unequal fractions.** If a fraction $p$ of bonds is fast, the dual lattice has a fraction $1-p$, and $\kappa(p)\kappa(1-p)=k_1k_2$. This relates two compositions but fixes neither alone. At $p=0.55$ the random cells give $D$ larger by 21%; reciprocity then implies a factor $1/1.214=0.82$ at $p=0.45$.

**Other routes.** Diagonal hops cross the plaquettes on which the duality rests. With a uniform diagonal barrier of 0.70 eV they raise $D$ by 1.1% in the random cells. If a diagonal exchange with a surface atom had a barrier below that of the bridge hop, this small correction would not apply. The leading Wigner factor for tunnelling, $1+(h\nu/k_BT)^2/24$ with the barrier frequency set equal to $\nu$, is 1.015.

**Finite terraces and other adatoms.** Between periodic patches 5 and 10 nm wide, the standard deviation of $\ln D_{xx}$ falls from 0.093 to 0.048, each with a sampling error near 10%. A single 10 nm patch thus typically differs from the law by about 5%. The time $\ell^2/(4D)$ for $\ell=10$ nm is $1.6\times10^{-4}$ s. At a deposition rate of 0.01 monolayer per second, $0.01\times1600\times1.6\times10^{-4}\approx0.003$ adatoms arrive on the patch in that time. New arrivals rarely disturb one crossing; adatoms and islands already present are a separate matter.

For these numbers, small differences in well depth, shared surface atoms and a 5-point composition error each matter more than tunnelling or the assumed diagonal hops. The full numerical output follows.

## Computed results

```
Duality, largest tensor error: 4.4e-16 (rate units)
Enumeration rates: 3.0, 0.4 (rate units)
Enumerated arrangements: 4096
Enumerated geometric mean: 1.09544512 (rate units)
Enumerated arithmetic mean Kxx: 1.158720 (rate units)
Lattice spacing: 0.25 nm
Barriers: 0.45, 0.55 eV
Attempt frequency: 5.0e+12 s^-1
Temperature: 400 K
Thermal energy: 0.03447 eV
Fast hop rate: 1.0696e+07 s^-1
Slow hop rate: 5.8786e+05 s^-1
Fast/slow rate ratio: 18.195
Geometric mean rate: 2.5075e+06 s^-1
Exact-law D: 1.5672e-09 cm^2/s
Exact-law D, converted: 1.5672e+05 nm^2/s
Random-cell D: 1.5578e-09 cm^2/s
Random-cell relative standard error: 0.62 %
Random-walk D: 1.5568e-09 cm^2/s
Random-walk standard error: 1.2e-11 cm^2/s
Short-time D / long-time D: 2.2500
Walk <r^2>/(4Dt) at mean time 1/k_geo: 1.369
Walk <r^2>/(4Dt) at mean time 10/k_geo: 1.076
Walk <r^2>/(4Dt) at mean time 100/k_geo: 1.017
Apparent barrier from cells: 0.5001 eV
Apparent-barrier standard error: 0.0004 eV
D at 300 K: 1.2451e-11 cm^2/s
D at 400 K: 1.5672e-09 cm^2/s
D at 500 K: 2.8515e-08 cm^2/s
Patch width: 10.0 nm
Spread of ln Dxx, 5.0 nm patch: 0.0928
Spread of ln Dxx, 10.0 nm patch: 0.0475
Well shifts: +/-0.02 eV; D ratio: 0.8524
Fast fraction 0.55; D ratio: 1.214
Shared-atom barriers; D ratio: 0.883
Shared-atom relative standard error: 0.59 %
Same barriers shuffled; D ratio: 1.000
Shuffled relative standard error: 0.61 %
Diagonal barrier: 0.70 eV; D ratio: 1.0111
Wigner tunnelling factor: 1.0150
Deposition rate: 0.01 monolayer/s
Patch crossing time: 1.595e-04 s
Arrivals on patch during crossing: 2.552e-03
```
